# The Lévy-Leblond equation: spin and g = 2 without relativity: a program that tests the result

```python
"""
Levy-Leblond limit of the Dirac equation (atomic units, electron charge -1).
With the Dirac spinor written as (phi, eta/c), the electronic states obey
    V phi + sigma.pi eta = E phi
    sigma.pi phi + (V/c^2 - 2) eta = E eta/c^2,      pi = p + A, B = curl A.
Result under test: for 1/c^2 -> 0 this four-component equation is equivalent to
    [pi^2/2 + V + sigma.B/2] phi = E phi,  i.e. spin with g = 2,
while spin-orbit coupling disappears as 1/c^2.
Model: V = -V0 exp(-(x^2+y^2)/a^2), uniform field along z, p_z = 0.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh

HARTREE = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e10            # angstrom
C_LIGHT = 1.0 / const.fine_structure
TESLA = const.value("atomic unit of mag. flux density")

# ---------- symbolic operator identities for arbitrary fields ----------
X = sp.symbols("x y z", real=True)
A_sym = [sp.Function(n)(*X) for n in ("Ax", "Ay", "Az")]
V_sym, up, dn = [sp.Function(n)(*X) for n in ("V", "u", "d")]


def momentum(k, f, A):
    return -sp.I * sp.diff(f, X[k]) + A[k] * f


def sigma_pi(s, A):
    u, d = s
    return (momentum(2, u, A) + momentum(0, d, A) - sp.I * momentum(1, d, A),
            momentum(0, u, A) + sp.I * momentum(1, u, A) - momentum(2, d, A))


def curl(F):
    return [sp.diff(F[2], X[1]) - sp.diff(F[1], X[2]),
            sp.diff(F[0], X[2]) - sp.diff(F[2], X[0]),
            sp.diff(F[1], X[0]) - sp.diff(F[0], X[1])]


B_sym = curl(A_sym)
squared = sigma_pi(sigma_pi((up, dn), A_sym), A_sym)
pi2 = [sum(momentum(k, momentum(k, f, A_sym), A_sym) for k in range(3))
       for f in (up, dn)]
zeeman = (B_sym[2] * up + (B_sym[0] - sp.I * B_sym[1]) * dn,
          (B_sym[0] + sp.I * B_sym[1]) * up - B_sym[2] * dn)
for i in range(2):
    assert sp.expand(squared[i] - pi2[i] - zeeman[i]) == 0

zero = [0, 0, 0]
inner = sigma_pi((up, dn), zero)
sandwich = sigma_pi((V_sym * inner[0], V_sym * inner[1]), zero)
grad = [sp.diff(V_sym, q) for q in X]


def grad_cross_p(k, f):
    i, j = (k + 1) % 3, (k + 2) % 3
    return grad[i] * momentum(j, f, zero) - grad[j] * momentum(i, f, zero)


pvp = [sum(momentum(k, V_sym * momentum(k, f, zero), zero) for k in range(3))
       for f in (up, dn)]
spin_orbit = (grad_cross_p(2, up) + grad_cross_p(0, dn)
              - sp.I * grad_cross_p(1, dn),
              grad_cross_p(0, up) + sp.I * grad_cross_p(1, up)
              - grad_cross_p(2, dn))
for i in range(2):
    assert sp.expand(sandwich[i] - pvp[i] - spin_orbit[i]) == 0

# ---------- model and oscillator basis ----------
depth_eV, width_A, cyclotron_eV = 20.0, 3.0, 0.1
V0, a, B = depth_eV / HARTREE, width_A / BOHR, cyclotron_eV / HARTREE
N = 14                       # functions per direction for phi; N+1 for eta
M = N + 1
w = np.sqrt(2 * V0) / a      # oscillator frequency of the basis

lower = np.diag(np.sqrt(np.arange(1, M)), 1)
x1 = ((lower + lower.T) / np.sqrt(2 * w))[:, :N]
p1 = (1j * np.sqrt(w / 2) * (lower.T - lower))[:, :N]
one = np.eye(M, N)

nodes, weights = np.polynomial.hermite.hermgauss(60)
herm = np.zeros((M, nodes.size))
herm[0] = np.pi ** -0.25
herm[1] = np.sqrt(2) * nodes * herm[0]
for n in range(1, M - 1):
    herm[n + 1] = (np.sqrt(2 / (n + 1)) * nodes * herm[n]
                   - np.sqrt(n / (n + 1)) * herm[n - 1])
gauss = (herm * weights * np.exp(-nodes**2 / (w * a * a))) @ herm.T
V_phi = np.kron(np.eye(2), -V0 * np.kron(gauss[:N, :N], gauss[:N, :N]))
V_eta = np.kron(np.eye(2), -V0 * np.kron(gauss, gauss))
n_phi, n_eta = len(V_phi), len(V_eta)

sx = np.array([[0, 1], [1, 0]])
sy = np.array([[0, -1j], [1j, 0]])


def sigma_pi_matrix(field):
    """Matrix of sigma.pi from the phi basis to the eta basis."""
    pix = np.kron(p1, one) - 0.5 * field * np.kron(one, x1)
    piy = np.kron(one, p1) + 0.5 * field * np.kron(x1, one)
    return np.kron(sx, pix) + np.kron(sy, piy)


def solve_rescaled(field, inv_c2, count=6):
    """Lowest electronic states of the rescaled pencil; inv_c2 = 0 allowed."""
    P = sigma_pi_matrix(field)
    A = np.block([[V_phi, P.conj().T],
                  [P, inv_c2 * V_eta - 2 * np.eye(n_eta)]])
    metric = np.concatenate([np.ones(n_phi), np.full(n_eta, inv_c2)])
    shift = -V0              # lies between the two branches of the spectrum
    inverse = np.linalg.inv(A - shift * np.diag(metric))
    root = np.sqrt(metric)
    size = n_phi + n_eta
    mu, y = eigh(root[:, None] * inverse * root,
                 subset_by_index=[size - count, size - 1])
    mu, y = mu[::-1], y[:, ::-1]
    vectors = inverse @ (root[:, None] * y) / mu
    return shift + 1 / mu, vectors


# ---------- Levy-Leblond solution in the field ----------
E_ll, vec_ll = solve_rescaled(B, 0.0)
g_ll = 2 * (E_ll[1] - E_ll[0]) / B
assert abs(g_ll - 2) < 1e-8
phi, eta = vec_ll[:n_phi], vec_ll[n_phi:]
half = n_phi // 2
spin_z = [np.sum(abs(phi[:half, k])**2) - np.sum(abs(phi[half:, k])**2)
          for k in range(2)]
assert abs(spin_z[0] + 1) < 1e-8 and abs(spin_z[1] - 1) < 1e-8
eta_norm = [np.vdot(eta[:, k], eta[:, k]).real for k in range(2)]
slope = [(np.vdot(eta[:, k], V_eta @ eta[:, k]).real - E_ll[k] * eta_norm[k])
         for k in range(2)]  # predicted dE/d(1/c^2)

# ---------- independent spinless Schroedinger calculation on a grid ----------
h, idx = 0.9, np.arange(-14, 15)
diff = idx[:, None] - idx[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kin = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / h**2
mom = -1j * np.where(diff == 0, 0.0, sign / safe) / h
q, unit = np.diag(h * idx), np.eye(idx.size)
r2 = np.add.outer((h * idx)**2, (h * idx)**2).ravel()
H_grid = (np.kron(kin, unit) + np.kron(unit, kin)
          + 0.5 * B * (np.kron(q, mom) - np.kron(mom, q))
          + np.diag(B**2 * r2 / 8 - V0 * np.exp(-r2 / a**2)))
E_orb = eigh(H_grid, eigvals_only=True, subset_by_index=[0, 2])
E_pauli = np.sort(np.concatenate([E_orb - B / 2, E_orb + B / 2]))
grid_error = np.max(abs(E_pauli - E_ll)) * HARTREE
# tolerance in eV: truncation of the oscillator basis
assert grid_error < 2e-3

# ---------- unscaled Dirac matrix at the physical speed of light ----------
P = sigma_pi_matrix(B)
dirac = np.block([[V_phi, C_LIGHT * P.conj().T],
                  [C_LIGHT * P, V_eta - 2 * C_LIGHT**2 * np.eye(n_eta)]])
E_dir, vec_dir = eigh(dirac, subset_by_index=[n_eta - 1, n_eta + 1])
E_resc, _ = solve_rescaled(B, 1 / C_LIGHT**2)
# tolerance in hartree: rounding against matrix entries of size 2c^2
assert np.max(abs(E_dir[1:] - E_resc[:2])) < 1e-8
assert E_dir[0] < -1.99 * C_LIGHT**2
small_weight = np.sum(abs(vec_dir[n_phi:, 1])**2)
small_predicted = eta_norm[0] / C_LIGHT**2
assert abs(small_weight / small_predicted - 1) < 1e-3
shift_dirac = E_resc[0] - E_ll[0]
shift_predicted = slope[0] / C_LIGHT**2
assert abs(shift_dirac / shift_predicted - 1) < 1e-3

# ---------- zero field: spin-orbit splitting of the first excited level ------
E_free, vec_free = solve_rescaled(0.0, 0.0)
ll_spread = E_free[5] - E_free[2]
assert abs(ll_spread) < 1e-10 and abs(E_free[1] - E_free[0]) < 1e-10
phi_p = vec_free[:n_phi, 2]
# for this Gaussian well V'(r)/r = -2 V/a^2
mean_force = -2 / a**2 * np.vdot(phi_p, V_phi @ phi_p).real

factors = [1 / 16, 1 / 8, 1 / 4, 1 / 2, 1]
g_shift, so_split = [], []
for f in factors:
    inv_c2 = 1 / (f * C_LIGHT)**2
    e = solve_rescaled(B, inv_c2)[0]
    g_shift.append(2 * (e[1] - e[0]) / B - 2)
    e0 = solve_rescaled(0.0, inv_c2)[0]
    so_split.append(e0[4] - e0[2])
g_predicted = 2 * (slope[1] - slope[0]) / (B * C_LIGHT**2)
so_predicted = mean_force / (2 * C_LIGHT**2)
assert abs(g_shift[-1] / g_predicted - 1) < 1e-2
assert abs(so_split[-1] / so_predicted - 1) < 1e-2
assert abs(g_shift[-2] / g_shift[-1] - 4) < 0.04
assert abs(so_split[-2] / so_split[-1] - 4) < 0.04

# ---------- output ----------
print(f"well depth V0 = {depth_eV:.1f} eV")
print(f"well width a = {width_A:.1f} angstrom")
print(f"cyclotron energy = {cyclotron_eV:.3f} eV")
print(f"magnetic field = {B * TESLA:.1f} T")
print(f"speed of light = {C_LIGHT:.4f} a.u.")
print(f"basis functions: phi {n_phi}, eta {n_eta}")
print("Levy-Leblond equation in the field:")
print(f"  lower ground level = {E_ll[0] * HARTREE:.5f} eV")
print(f"  upper ground level = {E_ll[1] * HARTREE:.5f} eV")
print(f"  splitting = {(E_ll[1] - E_ll[0]) * HARTREE:.8f} eV")
print(f"  <sigma_z> lower, upper = {spin_z[0]:.6f}, {spin_z[1]:.6f}")
print(f"  g = {g_ll:.8f}")
print(f"  <eta|eta>, lower level = {eta_norm[0]:.6f} a.u.")
print(f"spinless grid ground level = {E_orb[0] * HARTREE:.5f} eV")
print(f"largest difference, six levels = {grid_error:.1e} eV")
print("Dirac equation at the physical c, in the field:")
print(f"  small-component weight, direct = {small_weight:.5e}")
print(f"  small-component weight, <eta|eta>/c^2 = {small_predicted:.5e}")
print(f"  shift of lower level, direct = {shift_dirac * HARTREE:.5e} eV")
print(f"  shift of lower level, formula = {shift_predicted * HARTREE:.5e} eV")
print(f"  top of negative branch = {E_dir[0] * HARTREE:.5e} eV")
print(f"  g - 2, direct = {g_shift[-1]:.5e}")
print(f"  g - 2, formula = {g_predicted:.5e}")
print("First excited level at zero field:")
print(f"  Levy-Leblond energy = {E_free[2] * HARTREE:.4f} eV")
print(f"  Levy-Leblond spread of 4 states = {abs(ll_spread) * HARTREE:.0e} eV")
print(f"  spin-orbit splitting, direct = {so_split[-1] * HARTREE:.4e} eV")
print(f"  spin-orbit splitting, formula = {so_predicted * HARTREE:.4e} eV")
print("c / physical c, g - 2, spin-orbit splitting (eV):")
for f, dg, so in zip(factors, g_shift, so_split):
    print(f"  {f:.4f}  {dg:.4e}  {so * HARTREE:.4e}")
print("all tests passed")
```

Printed output:

```
well depth V0 = 20.0 eV
well width a = 3.0 angstrom
cyclotron energy = 0.100 eV
magnetic field = 863.8 T
speed of light = 137.0360 a.u.
basis functions: phi 392, eta 450
Levy-Leblond equation in the field:
  lower ground level = -14.66150 eV
  upper ground level = -14.56150 eV
  splitting = 0.10000000 eV
  <sigma_z> lower, upper = -1.000000, 1.000000
  g = 2.00000000
  <eta|eta>, lower level = 0.044557 a.u.
spinless grid ground level = -14.61150 eV
largest difference, six levels = 1.6e-05 eV
Dirac equation at the physical c, in the field:
  small-component weight, direct = 2.37270e-06
  small-component weight, <eta|eta>/c^2 = 2.37270e-06
  shift of lower level, direct = -3.41908e-07 eV
  shift of lower level, formula = -3.41912e-07 eV
  top of negative branch = -1.02200e+06 eV
  g - 2, direct = -4.84424e-06
  g - 2, formula = -4.84425e-06
First excited level at zero field:
  Levy-Leblond energy = -9.6946 eV
  Levy-Leblond spread of 4 states = 9e-15 eV
  spin-orbit splitting, direct = 2.3433e-05 eV
  spin-orbit splitting, formula = 2.3433e-05 eV
c / physical c, g - 2, spin-orbit splitting (eV):
  0.0625  -1.2400e-03  5.9791e-03
  0.1250  -3.1002e-04  1.4985e-03
  0.2500  -7.7507e-05  3.7485e-04
  0.5000  -1.9377e-05  9.3727e-05
  1.0000  -4.8442e-06  2.3433e-05
all tests passed
```
